# Clebsch-Gordan coefficients without sums: next-to-highest and lowest total angular momentum, part 1

(Sections cited here and not found follow in the second part.)

## First half: one step below the highest total angular momentum

**Q:** A Clebsch-Gordan coefficient is in general a sum of terms with alternating signs. You say that for $J = j_1 + j_2 - 1$ the sum is unnecessary. Before I can doubt that, what is being computed, and in which conventions?

**A:** Two independent angular momenta have fixed quantum numbers $j_1$ and $j_2$, and $\hbar = 1$. The product states $|m_1, m_2\rangle$ are eigenstates of $J_{1z}$ and $J_{2z}$. The total angular momentum is $\mathbf J = \mathbf J_1 + \mathbf J_2$, with eigenstates $|J M\rangle$ of $\mathbf J^2$ and $J_z$. The coefficient is the overlap

$$ C(m_1, m_2) = \langle j_1 m_1 ; j_2 m_2 | J M \rangle . $$

It vanishes unless $m_1 + m_2 = M$, because $J_z$ is the sum of the two components. From here on $M$ stands for $m_1 + m_2$.

The phases are those of Condon and Shortley. The first part of the convention makes all ladder matrix elements non-negative:

$$ J_\pm |j m\rangle = \sqrt{(j \mp m)(j \pm m + 1)} \; |j, m \pm 1\rangle . \tag{1} $$

This is used for each part and for the total. The second part fixes one sign per $J$: the coefficient with $M = J$ and $m_1 = j_1$ is positive.

**Q:** Is that enough to determine every coefficient? If there is any freedom left, a closed formula could be one choice among several.

**A:** Nothing is left free. Suppose a state $\psi$ has $J_z = J$ and satisfies $J_+ \psi = 0$. From

$$ \mathbf J^2 = J_- J_+ + J_z^2 + J_z $$

it follows that $\mathbf J^2 \psi = (J^2 + J)\psi = J(J+1)\psi$, so $\psi$ is a top state $|J J\rangle$.

Now write the condition $J_+ \psi = 0$ in components. The component on $|m_1, m_2\rangle$, with $m_1 + m_2 = J + 1$, receives one contribution from raising $m_1 - 1$ and one from raising $m_2 - 1$:

$$ \sqrt{(j_1 + m_1)(j_1 - m_1 + 1)} \; \psi(m_1 - 1, m_2) + \sqrt{(j_2 + m_2)(j_2 - m_2 + 1)} \; \psi(m_1, m_2 - 1) = 0 . \tag{2} $$

The two amplitudes are neighbours on the line $M = J$. When both exist, both prefactors are positive. One amplitude therefore determines its neighbour, and then all the others on the line. The solution is unique up to a factor, and the amplitude at $m_1 = j_1$ cannot be zero, since then all would be. Normalization fixes the size of the factor, and the sign convention fixes its sign. All amplitudes are real, because the equations are.

The remaining states follow from equation (1) for the total:

$$ J_- |J, M+1\rangle = \sqrt{(J + M + 1)(J - M)} \; |J M\rangle . \tag{3} $$

A proposed formula is correct if it satisfies (2) at the top, obeys (3) on the way down, is normalized and has the right sign.

**Q:** Repeated lowering produces two terms from each term. After several steps I expect a long sum with square roots everywhere. How do you prevent that?

**A:** By removing the square roots before lowering. Define

$$ D(m_1, m_2) = (j_1 + m_1)! \, (j_1 - m_1)! \, (j_2 + m_2)! \, (j_2 - m_2)! $$

and write every amplitude as $\psi = f / \sqrt D$. The component of $J_- \psi$ on $|m_1, m_2\rangle$ is

$$ (J_- \psi)(m_1, m_2) = \sqrt{(j_1 + m_1 + 1)(j_1 - m_1)} \; \psi(m_1 + 1, m_2) + \sqrt{(j_2 + m_2 + 1)(j_2 - m_2)} \; \psi(m_1, m_2 + 1) . $$

Raising $m_1$ by one multiplies $(j_1 + m_1)!$ by $j_1 + m_1 + 1$ and divides $(j_1 - m_1)!$ by $j_1 - m_1$. Hence, for $m_1 < j_1$,

$$ D(m_1 + 1, m_2) = D(m_1, m_2) \, \frac{j_1 + m_1 + 1}{j_1 - m_1} , $$

and the first square root combines with the new denominator:

$$ \frac{\sqrt{(j_1 + m_1 + 1)(j_1 - m_1)}}{\sqrt{D(m_1 + 1, m_2)}} = \frac{j_1 - m_1}{\sqrt{D(m_1, m_2)}} . $$

The second term works in the same way. Lowering therefore acts on $f$ without any root:

$$ J_- : \quad f \;\to\; (j_1 - m_1) \, f(m_1 + 1, m_2) + (j_2 - m_2) \, f(m_1, m_2 + 1) . \tag{4} $$

For raising, the signs of all magnetic quantum numbers are reversed:

$$ J_+ : \quad f \;\to\; (j_1 + m_1) \, f(m_1 - 1, m_2) + (j_2 + m_2) \, f(m_1, m_2 - 1) . \tag{5} $$

**Q:** At $m_1 = j_1$ your ratio of denominators divides by zero, and $f(j_1 + 1, m_2)$ refers to a state that does not exist.

**A:** At that edge the original term is absent, because there is no state to be lowered into $m_1 = j_1$. Equation (4) agrees, since its prefactor $j_1 - m_1$ is zero there. Any finite value may be given to $f$ outside the allowed range without effect. The other three edges are covered by the prefactors $j_2 - m_2$, $j_1 + m_1$ and $j_2 + m_2$. This is useful: a formula for $f$ that is a polynomial in $m_1$ and $m_2$ can be inserted in (4) and (5) with no special cases.

**Q:** Then start at the top. What does $f$ look like for $J = j_1 + j_2 - 1$?

**A:** Let $j_1$ and $j_2$ both be at least $1/2$, since otherwise this $J$ does not occur. The line $M = J$ holds two product states, $|j_1, j_2 - 1\rangle$ and $|j_1 - 1, j_2\rangle$. The state above it is $|j_1, j_2\rangle$, where (5) requires

$$ 2 j_1 \, f(j_1 - 1, j_2) + 2 j_2 \, f(j_1, j_2 - 1) = 0 . $$

Up to a common factor the solution is

$$ f(j_1, j_2 - 1) = j_1 , \qquad f(j_1 - 1, j_2) = - j_2 . \tag{6} $$

To go further down we need a function that takes these values and keeps its form under (4). The simplest candidate is linear, $f = \alpha m_1 + \beta m_2$. Subtracting the second value in (6) from the first gives $\alpha - \beta = j_1 + j_2$. The first value itself gives $\alpha j_1 + \beta j_2 - \beta = j_1$. Inserting $\alpha = \beta + j_1 + j_2$ there,

$$ \beta (j_1 + j_2 - 1) = j_1 - j_1 (j_1 + j_2) = - j_1 (j_1 + j_2 - 1) . $$

So $\beta = -j_1$ and $\alpha = j_2$. For $j_1 = j_2 = 1/2$ the bracket is zero and $\beta$ is not determined, but the same choice still satisfies (6). The candidate is

$$ w(m_1, m_2) = j_2 m_1 - j_1 m_2 . \tag{7} $$

**Q:** It has been fitted to two points. Why should it survive lowering?

**A:** Insert it in (4). From (7), $w(m_1 + 1, m_2) = w + j_2$ and $w(m_1, m_2 + 1) = w - j_1$, where $w$ without arguments is taken at $(m_1, m_2)$. Then

$$ (j_1 - m_1)(w + j_2) + (j_2 - m_2)(w - j_1) $$

$$ = (j_1 + j_2 - M) \, w + j_1 j_2 - j_2 m_1 - j_1 j_2 + j_1 m_2 . $$

The products $j_1 j_2$ cancel, and the remaining terms are $-j_2 m_1 + j_1 m_2 = -w$. The result is

$$ J_- : \quad w \;\to\; (j_1 + j_2 - 1 - M) \, w = (J - M) \, w . \tag{8} $$

The factor depends on $M$ alone, so it is common to all product states on the new line. The linear pattern is reproduced at every step, and no sum accumulates.

**Q:** The factor $J - M$ is not the square root in (3), though. Something must make up the difference.

**A:** A factor $g_M$ that is the same for all product states with a given $M$ does so. Put $f = g_M w$. By (8) the left side of (3) has the reduced amplitude $g_{M+1}(J - M) w$, and the right side has $\sqrt{(J + M + 1)(J - M)} \, g_M w$. They agree if

$$ g_M = g_{M+1} \sqrt{\frac{J - M}{J + M + 1}} . \tag{9} $$

This recursion is solved by

$$ g_M = N \sqrt{(J + M)! \, (J - M)!} , \tag{10} $$

because going from $M + 1$ to $M$ removes the factor $J + M + 1$ from the first factorial and adds the factor $J - M$ to the second.

The constant $N$ follows from the norm of the top state, where $g_J^2 = N^2 (2J)!$. The denominators of the two components are

$$ D(j_1, j_2 - 1) = (2 j_1)! \, (2 j_2 - 1)! , \qquad D(j_1 - 1, j_2) = (2 j_1 - 1)! \, (2 j_2)! , $$

since the other factorials are $0!$ and $1!$. With the values (6), normalization reads

$$ 1 = N^2 (2J)! \left[ \frac{j_1^2}{(2 j_1)! \, (2 j_2 - 1)!} + \frac{j_2^2}{(2 j_1 - 1)! \, (2 j_2)!} \right] . $$

Use $(2 j_1)! = 2 j_1 (2 j_1 - 1)!$ in the first term and the same identity for $j_2$ in the second. The bracket becomes $(j_1 + j_2)/2$ divided by $(2 j_1 - 1)! \, (2 j_2 - 1)!$, and

$$ N^2 = \frac{4 \, (2 j_1 - 1)! \, (2 j_2 - 1)!}{(2 j_1 + 2 j_2) \, (2J)!} . \tag{11} $$

**Q:** And the sign?

**A:** At $M = J$ and $m_1 = j_1$ we have $w = j_1 > 0$, so the positive root for $N$ meets the convention. Collecting the factors gives, for $J = j_1 + j_2 - 1$ and $|M| \le J$,

$$ C = 2 \, (j_2 m_1 - j_1 m_2) \sqrt{ \frac{(2 j_1 - 1)! \, (2 j_2 - 1)! \, (J + M)! \, (J - M)!}{(2 j_1 + 2 j_2) \, (2J)! \; D(m_1, m_2)} } . \tag{12} $$

**Q:** You would call this "proportional to $j_2 m_1 - j_1 m_2$". But $D$ also contains $m_1$ and $m_2$.

**A:** It does, and the statement must be read with that in mind. At fixed $M$ the coefficients are in general not in the ratio of the linear factors alone, because each linear factor is multiplied by its own root. What the linear factor settles is the sign and the zeros, because the root is positive throughout $|M| \le J$.

**Q:** Is there a physical reason for a linear factor, or is it an accident of the algebra?

**A:** It measures a deviation from a mean. Consider the highest level, $J' = j_1 + j_2$. There a constant $f$ works: by (4), a constant is multiplied by $(j_1 - m_1) + (j_2 - m_2) = J' - M$, which again depends on $M$ alone. The probability of finding $m_1$ in $|J' M\rangle$ is therefore proportional to $1/D$.

States with different $J$ are orthogonal. For the same $M$, the overlap of the states with $J'$ and $J = J' - 1$ is proportional to the sum of $w/D$ along the line, so

$$ \sum_{m_1 + m_2 = M} \frac{j_2 m_1 - j_1 m_2}{D(m_1, m_2)} = 0 . $$

This says that the mean of $w$ in the highest level is zero. With $m_2 = M - m_1$,

$$ w = (j_1 + j_2) \, m_1 - j_1 M = (j_1 + j_2) \left( m_1 - \frac{j_1 M}{j_1 + j_2} \right) , \tag{13} $$

and the mean of $m_1$ in $|J' M\rangle$ is $j_1 M / (j_1 + j_2)$. In the highest level each part carries, on average, a share of $M$ proportional to its quantum number, $j_1$ or $j_2$. One level lower, the probability of a given $m_1$ is the earlier probability times the squared deviation from that share, renormalized.

**Q:** So the coefficient can vanish although every selection rule is obeyed?

**A:** Yes. For $|M| \le J$ it vanishes if and only if $j_2 m_1 = j_1 m_2$, that is, when $m_1 / j_1 = m_2 / j_2$. Some of these zeros have a symmetry behind them. Reversing both $m_1$ and $m_2$ changes the sign of $w$ and leaves the root unchanged, so the coefficient at $m_1 = m_2 = 0$ must vanish. For $j_1 = j_2$, exchanging $m_1$ and $m_2$ also changes the sign of $w$, so the coefficient with $m_1 = m_2$ must vanish.

Neither argument applies to $j_1 = 3$, $m_1 = 1$, $j_2 = 3/2$, $m_2 = 1/2$. There

$$ w = \tfrac{3}{2} \cdot 1 - 3 \cdot \tfrac{1}{2} = 0 , $$

and the coefficient for $J = 7/2$, $M = 3/2$ is zero. Each part carries one third of its maximum projection, which is its mean share of $M = 3/2$ in the highest level.

**Q:** What happens if I put $m_1 = j_1$ and $m_2 = j_2$ into (12)? The state $|j_1, j_2\rangle$ certainly exists.

**A:** Then $M = J + 1$, and $(J - M)!$ is the factorial of $-1$, which is undefined. The formula does not apply there, and the coefficient is zero because no state of this level has such an $M$. The linear factor also vanishes at that point, and this is the top condition in another form: inserting $w$ in (5) gives $(j_1 + m_1)(w - j_2) + (j_2 + m_2)(w + j_1) = (J + M)\, w$, which is zero on $|j_1, j_2\rangle$ because $w$ is. The restriction $|M| \le J$ has to be imposed separately whenever (12) is evaluated.

## Second half: the lowest total angular momentum, and a model

**Q:** Now the other end of the range, $J = j_1 - j_2$. Which of the earlier results do you need?

**A:** The notation stays: $C(m_1, m_2) = \langle j_1 m_1 ; j_2 m_2 | J M \rangle$ with $M = m_1 + m_2$, $\hbar = 1$, and $D$ the product of the four factorials $(j_1 \pm m_1)!$ and $(j_2 \pm m_2)!$. A level is fixed by the top condition (2), the lowering rule (3), the norm, and a positive coefficient at $M = J$, $m_1 = j_1$. For $J = j_1 + j_2 - 1$ the result was (12): the factor $2 (j_2 m_1 - j_1 m_2)$ times a positive root.

Let $j_1 \ge j_2$ for now. On every line $|M| \le J$, all values of $m_2$ from $-j_2$ to $j_2$ occur, because $|m_1| = |M - m_2| \le J + j_2 = j_1$.

For $J = j_1 + j_2 - 1$ the coefficient is the single term (12), and for $|M| \le J$ it vanishes exactly when $j_2 m_1 = j_1 m_2$. What remains is to find a formula for the lowest total angular momentum, where the top state has more components in general, and to apply both results to a model.
